**Phonon transmission through a van der Waals spring**

The program tests the law \(T=4K^2/(\omega^2Z_1Z_2)\) with \(K=-A/(2\pi d^4)\), which makes the transmission at fixed frequency fall as \(d^{-8}\). Here \(T\) is the transmitted power fraction, \(K\) the gap stiffness per area, \(A\) the Hamaker constant, \(d\) the gap, \(\omega\) the angular frequency and \(Z_1,Z_2\) the acoustic impedances. It asserts that numerical pair summation reproduces the pressure and stiffness, and that exact lattice scattering reproduces the full transmission formula for a negative spring. Lattice eigenvalues confirm the pull-in rate and the clamping limit. A lattice with all layer forces across the gap gives an exponent of 7.997 and confirms the correction for the depth of the force. A Lifshitz calculation, asserted in its nonretarded and ideal-metal limits, sizes retardation. For rough hafnia values at 10 GHz the output shows \(T\) falling from \(1.8\times10^{-4}\) at 1 nm to \(2.8\times10^{-9}\) at 4 nm, with retardation raising the mean exponent between 2 and 4 nm to 8.09.

## Verification by program

```python
"""
Result under test: two elastic half-spaces coupled across a vacuum gap d only by
nonretarded van der Waals attraction transmit a normal-incidence longitudinal
wave of fixed angular frequency omega with power fraction
    T = 4 K^2 / (omega^2 Z1 Z2),   K = -A / (2 pi d^4),   so T ~ d^-8,
when omega >> gamma = |K| (1/Z1 + 1/Z2) and omega d / c << 1.
A: Hamaker constant; Z = density * sound speed c; K: (negative) spring constant
per area; gamma: growth rate of the pull-in mode of free half-spaces;
F(kd): reduction of K because the force acts throughout the bodies.
Lattice tests use layer spacing 1; the example uses SI units internally.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import zeta

pi = np.pi


# ---------- pair summation of -1/r^6 with unit densities: A = pi^2 ----------
def layer_energy(s):
    """Energy per area of two unit-density planes; radius is s*x."""
    return quad(lambda x: -2 * pi * s * x * s / ((s * x)**2 + s**2)**3,
                0, np.inf, epsabs=0, epsrel=1e-10)[0]


def gap_energy(d):
    return quad(lambda s: (s - d) * layer_energy(s), d, np.inf,
                epsabs=1e-13, epsrel=1e-10)[0]


d0, h = 1.5, 0.05
w = [gap_energy(d0 + j * h) for j in (-2, -1, 0, 1, 2)]
slope = (w[0] - 8 * w[1] + 8 * w[3] - w[4]) / (12 * h)
curvature = (-w[0] + 16 * w[1] - 30 * w[2] + 16 * w[3] - w[4]) / (12 * h**2)
pair_pressure_ratio = slope / (pi**2 / (6 * pi * d0**3))
pair_stiffness_ratio = curvature / (-pi**2 / (2 * pi * d0**4))
assert abs(pair_pressure_ratio - 1) < 1e-3
assert abs(pair_stiffness_ratio - 1) < 1e-3


# ---------- transmission through one spring ----------
def spring_transmission(K, omega, Z1, Z2):
    return 4 * Z1 * Z2 / ((Z1 + Z2)**2 + (omega * Z1 * Z2 / K)**2)


def lattice_transmission(K, omega, m1, s1, m2, s2):
    """Exact scattering of two harmonic chains joined by one spring K."""
    k1 = 2 * np.arcsin(omega / 2 * np.sqrt(m1 / s1))
    k2 = 2 * np.arcsin(omega / 2 * np.sqrt(m2 / s2))
    # unknowns: reflected amplitude r, transmitted amplitude t
    a = np.array([[s1 * (1 - np.exp(1j * k1)) + K - m1 * omega**2, -K],
                  [-K, s2 * (1 - np.exp(1j * k2)) + K - m2 * omega**2]])
    b = np.array([-(s1 * (1 - np.exp(-1j * k1)) + K - m1 * omega**2), K])
    r, t = np.linalg.solve(a, b)
    T = abs(t)**2 * s2 * np.sin(k2) / (s1 * np.sin(k1))
    assert abs(abs(r)**2 + T - 1) < 1e-8
    return T


omega_test = 1e-4
for factor in (-0.01, -0.3, -1.0, -5.0, 1.0):
    exact = lattice_transmission(factor * omega_test, omega_test, 1, 1, 2, 2)
    formula = spring_transmission(factor * omega_test, omega_test, 1, 2)
    assert abs(exact / formula - 1) < 3e-3


# ---------- stability of the negative spring ----------
def lowest_eigenvalue(K, n, m1, s1, m2, s2):
    """Lowest squared frequency of two n-site chains clamped at the back."""
    mass = np.r_[np.full(n, m1), np.full(n, m2)].astype(float)
    diag = np.r_[np.full(n, 2 * s1), np.full(n, 2 * s2)].astype(float)
    diag[n - 1], diag[n] = s1 + K, s2 + K
    off = np.r_[np.full(n - 1, -s1), [-K], np.full(n - 1, -s2)].astype(float)
    return eigh_tridiagonal(diag / mass, off / np.sqrt(mass[1:] * mass[:-1]),
                            eigvals_only=True, select='i',
                            select_range=(0, 0))[0]


K_test = -0.003
growth = np.sqrt(-lowest_eigenvalue(K_test, 3000, 1, 1, 2, 2))
growth_ratio = growth / (abs(K_test) * (1 / 1 + 1 / 2))
assert abs(growth_ratio - 1) < 0.02
compliance = 200 / 1 + 200 / 2
assert lowest_eigenvalue(-0.98 / compliance, 200, 1, 1, 2, 2) > 0
assert lowest_eigenvalue(-1.02 / compliance, 200, 1, 1, 2, 2) < 0


# ---------- force distributed in depth ----------
def depth_factor(x):
    f = lambda t: (t * np.cos(x * t) + np.sin(x * t) / x) / (1 + t)**6
    return 10 * quad(f, 0, 200, limit=1000, epsabs=1e-12, epsrel=1e-10)[0]


def full_force_transmission(d, k, B, n=600):
    """Equal chains; every layer pair across the gap coupled by -B/s^6."""
    omega2 = 4 * np.sin(k / 2)**2
    z = np.arange(n) + 0.5
    pair = -B / (d + z[:, None] + z[None, :])**6
    chain = 2 * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1)
    chain = chain.astype(complex)
    chain[0, 0] = 1
    chain[-1, -1] = 2 - np.exp(1j * k)          # outgoing wave at far end
    chain -= omega2 * np.eye(n)
    system = np.block([[chain + np.diag(pair.sum(1)), -pair],
                       [-pair.T, chain + np.diag(pair.sum(0))]])
    source = np.zeros(2 * n, complex)
    source[n - 1] = -2j * np.sin(k)             # unit incident wave
    return abs(np.linalg.solve(system, source)[-1])**2


B_test = 20 * 30**4 * 1e-5
T30 = full_force_transmission(30, 1e-3, B_test)
T60 = full_force_transmission(60, 1e-3, B_test)
lattice_exponent = np.log2(T30 / T60)
assert abs(lattice_exponent - 8) < 0.03
assert abs(T30 / (4 * (1e-5 / 1e-3)**2) - 1) < 0.02
for x in (1.0, 2.0):
    k = x / 30
    T = full_force_transmission(30, k, 20 * 30**4 * 1e-4)
    simple = 4 * (1e-4 / (2 * np.sin(k / 2)))**2
    assert abs(T / simple / depth_factor(x)**2 - 1) < 0.03
assert abs((1 - depth_factor(0.05)) / (0.05**2 / 3) - 1) < 0.05
F1 = depth_factor(1.0)
exponent_kd1 = 8 - 2 * np.log(depth_factor(1.01) / depth_factor(0.99)) \
    / np.log(1.01 / 0.99)
assert exponent_kd1 > 8

# ---------- retardation: Lifshitz stiffness, energies in eV, lengths in nm ----
HBARC = sc.hbar * sc.c / sc.e * 1e9
LEG_X, LEG_W = np.polynomial.legendre.leggauss(120)
LAG_X, LAG_W = np.polynomial.laguerre.laggauss(40)


def lifshitz_stiffness(d, strength, E0):
    """|dP/dd| at zero temperature, eps(i e) = 1 + strength/(1+(e/E0)^2)."""
    u = (LEG_X + 1) / 2
    scale = 1 / (1 / E0 + 2 * d / HBARC)
    e = (scale * u / (1 - u))[:, None]
    we = LEG_W / 2 * scale / (1 - u)**2
    kappa = e / HBARC + LAG_X[None, :] / (2 * d)
    wk = LAG_W * np.exp(LAG_X) / (2 * d)
    eps = 1 + strength / (1 + (e / E0)**2)
    kappa1 = np.sqrt(kappa**2 + (eps - 1) * (e / HBARC)**2)
    total = 0
    for r in ((kappa - kappa1) / (kappa + kappa1),
              (eps * kappa - kappa1) / (eps * kappa + kappa1)):
        x = r**2 * np.exp(-2 * kappa * d)
        total = total + x / (1 - x)**2
    return we @ (kappa**3 * total) @ wk / pi**2


def oscillator_hamaker(strength, E0):
    def li3(e):
        eps = 1 + strength / (1 + (e / E0)**2)
        q = ((eps - 1) / (eps + 1))**2
        return sum(q**n / n**3 for n in range(1, 60))
    return 3 / (4 * pi) * quad(li3, 0, np.inf)[0]


strength, E0 = 3.0, 10.0
A_osc = oscillator_hamaker(strength, E0)
near = lifshitz_stiffness(1e-3, strength, E0) / (A_osc / (2 * pi * 1e-12))
assert abs(near - 1) < 2e-3
metal = lifshitz_stiffness(1e4, 1e8, E0) / (pi**2 * HBARC / (60 * 1e20))
assert abs(metal - 1) < 1e-2


def retardation_ratio(d):
    return lifshitz_stiffness(d, strength, E0) / (A_osc / (2 * pi * d**4))


# ---------- worked example: thick hafnia bodies, rough values ----------
density, speed, A_eV, freq, temp = 1.0e4, 6.0e3, 1.0, 1.0e10, 300.0
rms_gap, volt = 0.2e-9, 0.1
A = A_eV * sc.e
Z, C, omega = density * speed, density * speed**2, 2 * pi * freq
print(f"density {density/1e3:.1f} g/cm3; sound speed {speed/1e3:.1f} km/s")
print(f"Hamaker constant {A_eV:.2f} eV; frequency {freq/1e9:.1f} GHz")
print(f"impedance Z = {Z:.3e} Pa s/m; modulus C = {C/1e9:.0f} GPa")
print(f"angular frequency = {omega:.4e} 1/s")
print(f"pair sum/formula: pressure {pair_pressure_ratio:.6f}, "
      f"stiffness {pair_stiffness_ratio:.6f}")
print(f"growth rate, lattice/formula = {growth_ratio:.4f}")
print(f"exponent from lattice with all pair forces = {lattice_exponent:.3f}")
T_list, ret = [], []
for d_nm in (1.0, 2.0, 4.0):
    d = d_nm * 1e-9
    P, K = A / (6 * pi * d**3), -A / (2 * pi * d**4)
    gamma = 2 * abs(K) / Z
    T_full = spring_transmission(K, omega, Z, Z)
    T_weak = 4 * K**2 / (omega * Z)**2
    assert abs(T_full / T_weak - 1) < 1e-3
    T_list.append(T_weak)
    ret.append(retardation_ratio(d_nm))
    print(f"gap {d_nm:.0f} nm: P = {P/1e6:.4f} MPa, K = {K/1e15:.4f} MPa/nm"
          .replace(f"{K/1e15:.4f}", f"{K/1e15:.4f}e0") if False else
          f"gap {d_nm:.0f} nm: P = {P/1e6:.4f} MPa, "
          f"K = {K*1e-9/1e6:.4f} MPa/nm")
    print(f"  gamma/(2 pi) = {gamma/(2*pi)/1e6:.4f} MHz; "
          f"T weak = {T_weak:.4e}, T full = {T_full:.4e}")
    print(f"  kd = {omega*d/speed:.5f}; depth factor F^2 = "
          f"{depth_factor(omega*d/speed)**2:.6f}")
    print(f"  largest stable thickness of each body = "
          f"{C/(2*abs(K))*1e6:.1f} um")
    print(f"  stiffness retarded/nonretarded = {ret[-1]:.4f}")
assert 1 > ret[0] > ret[1] > ret[2]
print(f"T(1 nm)/T(2 nm) = {T_list[0]/T_list[1]:.1f}")
d_low = (A / (pi * Z * omega))**0.25
print(f"gap where gamma = omega: {d_low*1e9:.3f} nm")
print(f"gap where kd = 1: {speed/omega*1e9:.1f} nm")
print(f"at kd = 1: F = {F1:.4f}, local exponent = {exponent_kd1:.2f}")
print(f"oscillator model: strength {strength:.1f}, energy {E0:.1f} eV, "
      f"A = {A_osc:.3f} eV")
print(f"oscillator retardation length hbar c/(2 E0) = {HBARC/(2*E0):.2f} nm")
print(f"mean exponent 2 to 4 nm with retardation = "
      f"{8 + 2*np.log2(ret[1]/ret[2]):.3f}")

# neglected effects at 2 nm, as fractions of the stiffness |K|
d = 2e-9
K_abs = A / (2 * pi * d**4)
gauss = lambda y: np.exp(-y * y / 2)
rough = quad(lambda y: gauss(y) / (1 + y * rms_gap / d)**4, -4, 4)[0] \
    / quad(gauss, -4, 4)[0]
assert abs(rough - 1 - 10 * (rms_gap / d)**2) < 0.02
thermal = 0.75 * sc.k * temp * zeta(3) / A
print("neglected at 2 nm, as fraction of |K|:")
print(f"  thermal zero-frequency term at {temp:.0f} K, at most {thermal:.4f}")
print(f"  rms gap spread {rms_gap*1e9:.1f} nm: {rough-1:+.4f}")
print(f"  stray voltage {volt:.1f} V: {sc.epsilon_0*volt**2/d**3/K_abs:.4f}")
print(f"  trapped air at {sc.atm/sc.torr:.0f} Torr (opposite sign): "
      f"{sc.atm/d/K_abs:.4f}")
print(f"prestress/modulus at 2 nm = {A/(6*pi*d**3)/C:.2e}")
f_thermal = sc.k * temp / sc.h
print(f"thermal frequency kT/h at {temp:.0f} K = {f_thermal/1e12:.2f} THz")
print(f"kd at that frequency, 2 nm gap = {2*pi*f_thermal*d/speed:.1f}")
print("all good")
```

It prints:

```
density 10.0 g/cm3; sound speed 6.0 km/s
Hamaker constant 1.00 eV; frequency 10.0 GHz
impedance Z = 6.000e+07 Pa s/m; modulus C = 360 GPa
angular frequency = 6.2832e+10 1/s
pair sum/formula: pressure 0.999985, stiffness 0.999988
growth rate, lattice/formula = 0.9978
exponent from lattice with all pair forces = 7.997
gap 1 nm: P = 8.4998 MPa, K = -25.4994 MPa/nm
  gamma/(2 pi) = 135.2787 MHz; T weak = 1.8300e-04, T full = 1.8297e-04
  kd = 0.01047; depth factor F^2 = 0.999927
  largest stable thickness of each body = 7.1 um
  stiffness retarded/nonretarded = 0.9957
gap 2 nm: P = 1.0625 MPa, K = -1.5937 MPa/nm
  gamma/(2 pi) = 8.4549 MHz; T weak = 7.1486e-07, T full = 7.1486e-07
  kd = 0.02094; depth factor F^2 = 0.999708
  largest stable thickness of each body = 112.9 um
  stiffness retarded/nonretarded = 0.9853
gap 4 nm: P = 0.1328 MPa, K = -0.0996 MPa/nm
  gamma/(2 pi) = 0.5284 MHz; T weak = 2.7924e-09, T full = 2.7924e-09
  kd = 0.04189; depth factor F^2 = 0.998838
  largest stable thickness of each body = 1807.1 um
  stiffness retarded/nonretarded = 0.9547
T(1 nm)/T(2 nm) = 256.0
gap where gamma = omega: 0.341 nm
gap where kd = 1: 95.5 nm
at kd = 1: F = 0.8068, local exponent = 8.67
oscillator model: strength 3.0, energy 10.0 eV, A = 1.100 eV
oscillator retardation length hbar c/(2 E0) = 9.87 nm
mean exponent 2 to 4 nm with retardation = 8.091
neglected at 2 nm, as fraction of |K|:
  thermal zero-frequency term at 300 K, at most 0.0233
  rms gap spread 0.2 nm: +0.1117
  stray voltage 0.1 V: 0.0069
  trapped air at 760 Torr (opposite sign): 0.0318
prestress/modulus at 2 nm = 2.95e-06
thermal frequency kT/h at 300 K = 6.25 THz
kd at that frequency, 2 nm gap = 13.1
all good
```
